# The Linear-Response Hubbard Parameter from Inverse Site-Occupation Responses

## What the difference of two inverse responses measures

Take a regular ring of six hydrogen atoms with side 1.0 Å and raise the potential felt by the 1s orbital of one atom. In the local density approximation (LDA) that orbital loses 0.043 electrons per eV of shift. If the electrons respond to the same shift while their mutual potential is kept frozen, it loses 0.066 electrons per eV. The inverses of these two numbers differ by 8.2 eV, whereas the Coulomb repulsion integral of the site orbital, a 1s orbital orthogonalized to its neighbours, is 24.4 eV. The difference of inverses is the linear-response Hubbard parameter. The derivation below shows which interaction it measures, and how much of the difference from the bare integral is due to screening at fixed site occupation.

### Definitions and signs

Consider a closed-shell Kohn–Sham ground state with a gap, real orbitals and fixed nuclei. Let $D$ be its density matrix, summed over spin, and let $P_I$ project onto a fixed localized orbital at site $I$. The site occupation is

$$n_I=\mathrm{Tr}(DP_I). \tag{1}$$

Add $\sum_I\alpha_IP_I$ to the Hamiltonian, with the shifts $\alpha_I$ in eV. Two response matrices are defined at $\alpha=0$:

$$\chi_{IJ}=\frac{dn_I}{d\alpha_J}\bigg|_{\text{self-consistent}},\qquad \chi^0_{IJ}=\frac{dn_I}{d\alpha_J}\bigg|_{\text{frozen potential}}. \tag{2}$$

In the second, the Hartree and exchange-correlation potential keeps its converged, unshifted value. A positive shift repels electrons, so the diagonal elements are negative. The Hubbard matrix is

$$U=(\chi^0)^{-1}-\chi^{-1}, \tag{3}$$

and $U_{II}$ is the on-site parameter. Both inverses must exist, a condition examined below.

### Energy curvature

Let $E[D]$ be the energy functional without the shifts, and define

$$\mathcal E(\alpha)=\min_D\Big\{E[D]+\sum_I\alpha_I\,\mathrm{Tr}(DP_I)\Big\}. \tag{4}$$

Because the minimum is stationary in $D$, the change of $D$ does not contribute to the first derivative, and $\partial\mathcal E/\partial\alpha_I=n_I$. Now remove the energy of the applied shifts and use the occupations as variables:

$$G(n)=\mathcal E(\alpha)-\sum_I\alpha_In_I,$$
$$dG=\sum_In_I\,d\alpha_I-\sum_I(\alpha_I\,dn_I+n_I\,d\alpha_I)=-\sum_I\alpha_I\,dn_I. \tag{5}$$

Hence $\partial G/\partial n_I=-\alpha_I$. A second derivative gives

$$\frac{\partial^2G}{\partial n_I\partial n_J}=-\frac{\partial\alpha_I}{\partial n_J}=-(\chi^{-1})_{IJ}. \tag{6}$$

The frozen problem has its own energy, $\mathrm{Tr}(Dh)$, where $h$ is the converged Kohn–Sham Hamiltonian. Steps (4) to (6) apply to it unchanged. With $G^0$ the resulting band energy as a function of occupation,

$$\frac{\partial^2G^0}{\partial n_I\partial n_J}=-((\chi^0)^{-1})_{IJ},\qquad U_{IJ}=\frac{\partial^2(G-G^0)}{\partial n_I\partial n_J}. \tag{7}$$

The band curvature is the cost of redistributing independent electrons among hybridized orbitals. It is present without any interaction response, and is therefore subtracted.

For the single site in the ring, the inverse responses are $1/\chi^0=-15.05$ eV and $1/\chi=-23.26$ eV, so that

$$U=-15.05-(-23.26)\approx8.2\ \text{eV}. \tag{8}$$

Equation (7) can also be tested directly, from the rise of each energy with the change in site occupation. Shifts of $\pm0.0544$ eV give a full curvature of 23.256 eV and a band curvature of 15.053 eV, whose difference again is 8.2 eV.

### Response in the space of orbital pairs

Equation (7) does not yet say which interaction $U$ contains, because the density follows different paths in the two problems. To find out, label occupied orbitals $c_i$ and empty orbitals $c_a$, with energies $\varepsilon_i<\varepsilon_a$. Write a density change as

$$\delta D=\sum_{ia}y_{ia}\,\tfrac12(c_ac_i^T+c_ic_a^T). \tag{9}$$

The factor ½ makes $\mathrm{Tr}(\delta D\,v)=\sum_{ia}y_{ia}v_{ia}$ for any symmetric potential $v$ with elements $v_{ia}=c_i^Tvc_a$.

First-order perturbation theory gives $\delta c_i=\sum_ac_av_{ia}/(\varepsilon_i-\varepsilon_a)$; mixing among occupied orbitals leaves $D$ unchanged. Since $D=2\sum_ic_ic_i^T$,

$$\delta D=2\sum_{ia}\frac{v_{ia}}{\varepsilon_i-\varepsilon_a}(c_ac_i^T+c_ic_a^T). \tag{10}$$

Comparison with (9) yields

$$y=X_0v,\qquad (X_0)_{ia,jb}=\frac{4\,\delta_{ij}\delta_{ab}}{\varepsilon_i-\varepsilon_a}. \tag{11}$$

One factor 2 in the 4 comes from spin, the other from the ½ in (9). The gap makes every diagonal element of $X_0$ finite and negative.

Collect the elements $c_i^TP_Ic_a$ in column $I$ of a matrix $p$. Then $\delta n=p^Ty$, and the applied potential is $p\alpha$. Let $K$ be the symmetric kernel that turns a density change $y$ into the change $Ky$ of the Hartree and exchange-correlation potential. Self-consistency requires

$$y=X_0(p\alpha+Ky). \tag{12}$$

Multiplying by $X_0^{-1}$ and collecting $y$ gives $(X_0^{-1}-K)y=p\alpha$. The two responses are therefore

$$\chi^0=p^TX_0p,\qquad \chi=p^T(X_0^{-1}-K)^{-1}p. \tag{13}$$

If the columns of $p$ are linearly independent, $\chi^0$ is negative definite. The same holds for $\chi$ if $X_0^{-1}-K$ is negative definite, which is the condition that the ground state be stable against these density changes. Both inverses in (3) then exist.

### Eliminating the applied shifts

Define two objects built from the frozen response:

$$F=X_0p(\chi^0)^{-1},\qquad R=X_0-X_0p(\chi^0)^{-1}p^TX_0. \tag{14}$$

Equation (13) gives $p^TF=\chi^0(\chi^0)^{-1}=1$. Column $I$ of $F$ is thus the frozen-potential density change that adds one electron to site $I$ and none to the other chosen sites. Likewise $p^TR=p^TX_0-\chi^0(\chi^0)^{-1}p^TX_0=0$, so $R$ describes rearrangements that leave all chosen occupations unchanged.

Multiply (12) by $p^T$ and solve for the shifts:

$$\delta n=\chi^0\alpha+p^TX_0Ky,$$
$$\alpha=(\chi^0)^{-1}\delta n-(\chi^0)^{-1}p^TX_0Ky=(\chi^0)^{-1}\delta n-F^TKy. \tag{15}$$

The last form uses the symmetry of $X_0$ and $\chi^0$. Inserting (15) into (12) gives

$$y=X_0p(\chi^0)^{-1}\delta n+\big[X_0-X_0p(\chi^0)^{-1}p^TX_0\big]Ky=F\delta n+RKy. \tag{16}$$

Hence $y=(1-RK)^{-1}F\delta n$. Put this back into (15) and use $\alpha=\chi^{-1}\delta n$:

$$\chi^{-1}\delta n=\big[(\chi^0)^{-1}-F^TK(1-RK)^{-1}F\big]\delta n. \tag{17}$$

This holds for every $\delta n$, so

$$\boxed{\;U=(\chi^0)^{-1}-\chi^{-1}=F^TWF,\qquad W=K(1-RK)^{-1}.\;} \tag{18}$$

The Hubbard parameter is the interaction of the density changes $F$, screened by every rearrangement that keeps the chosen occupations fixed. No assumption was made that the interaction acts on the sites alone. Evaluating the right side of (18) for the ring gives 8.204 eV, equal at this precision to the value from finite shifts.

### Screening and the reduction from 24.4 eV

The sign of the screening follows from stability. Write $X_0=-M^2$ with $M$ positive and diagonal, and let

$$\Pi=Mp(p^TM^2p)^{-1}p^TM,\qquad Q=1-\Pi. \tag{19}$$

Both are orthogonal projectors. Substitution in (14) gives $R=-MQM=-BB^T$ with $B=MQ$. The matrix inversion identity then turns (18) into

$$W=K-KB(1+B^TKB)^{-1}B^TK. \tag{20}$$

Stability means that $M^{-2}+K$ is positive definite, and hence so is $1+MKM$. The matrix $1+B^TKB$ equals $Q(1+MKM)Q+\Pi$, so it is positive definite too, and $1-RK$ is invertible. The subtracted term in (20) has a non-negative diagonal between columns of $F$, and therefore

$$U_{II}\le(F^TKF)_{II}. \tag{21}$$

In the ring the unscreened average $F^TKF$ is 9.17 eV. In the 6-31G basis used here, screening at fixed site occupation lowers it by 0.97 eV, or 11%. This share belongs to the basis: 6-31G has no p functions on hydrogen, and a basis with polarization functions allows more screening.

Most of the reduction from 24.4 eV thus occurs before this screening. One reason is charge conservation. Occupied and empty orbitals are orthogonal, so every density change of the form (9) contains zero net charge. The electron added to the site in $F$ is taken from elsewhere, mainly from the other site orbitals: when one site is shifted, the frozen responses of all six occupations sum to $-0.0006$ eV$^{-1}$, about 1% of the response of the shifted site itself. $F^TKF$ is the interaction part of the energy curvature for a neutral charge transfer, whereas the integral of 24.4 eV is the repulsion between two electrons in the same orthogonalized site orbital, with no compensating charge elsewhere. The kernel also includes exchange and correlation, and the two contributions to the reduction were not separated.

### An interaction confined to the sites

Suppose that the potential change acts through the site occupations alone, so that $K=pkp^T$ with a small matrix $k$. Definition (14) gives $Rp=X_0p-X_0p(\chi^0)^{-1}\chi^0=0$, hence $RK=0$ and $W=K$. Equation (18) becomes

$$U=F^Tp\,k\,p^TF=k. \tag{22}$$

Multiplying $(\chi^0)^{-1}-\chi^{-1}=k$ by $\chi^0$ from the left and $\chi$ from the right gives the site Dyson equation

$$\chi=\chi^0+\chi^0k\chi. \tag{23}$$

In this case the procedure returns the model interaction itself. A mean-field chain of six orbitals, two of them interacting, tests this. Its on-site elements of $k$ were set to 2.0 and 1.5 eV and its intersite element to 0.4 eV; finite shifts recover all three to four decimals.

The meaning of $k$ depends on the spin convention. A Hubbard term $U_Hn_\uparrow n_\downarrow$, treated in mean field with $n_\uparrow=n_\downarrow=n/2$, has energy $U_Hn^2/4$. Its curvature in the total occupation is $U_H/2$, and this is what a closed-shell response returns.

A related factor enters the rotationally invariant correction $(U/2)\sum_\sigma(n_\sigma-n_\sigma^2)$ for one orbital. Its curvature is $-U$ when one spin occupation varies alone. When both spins change equally it becomes $(U/2)(n-n^2/2)$, with curvature $-U/2$. A value from (3) therefore does not by itself ensure that such a correction removes the intended curvature.

### Several sites and the uniform mode

Equation (18) depends on which sites are included. With one site, all other atoms take part in the screening. With several, the occupations of the others in the set are held fixed. Choose every second atom of the ring as a Hubbard site and leave the other three as a reservoir. By symmetry each response matrix has one diagonal element $a$ and one off-diagonal element $b$. Its eigenvalues are $a+2b$, once, and $a-b$, twice, so its inverse has the elements

$$d=\frac13\Big(\frac1{a+2b}+\frac2{a-b}\Big),\qquad o=\frac13\Big(\frac1{a+2b}-\frac1{a-b}\Big). \tag{24}$$

For $\chi^0$, $a=-0.06643$ and $b=-0.00267$ eV$^{-1}$ give $d=-15.10$ and $o=0.58$ eV. For $\chi$, $a=-0.04300$ and $b=-0.00412$ eV$^{-1}$ give $d=-23.65$ and $o=2.07$ eV. The differences are an on-site parameter of 8.55 eV and an intersite parameter of about $-1.5$ eV. The negative sign does not mean that electrons on two atoms attract. The intersite element couples two neutral charge transfers, each with its compensating charge in the reservoir, and such a coupling can have either sign.

Including all six atoms creates a difficulty. If the orthogonal site orbitals spanned the whole orbital space, $\sum_In_I$ would equal the electron number. A uniform shift would then change nothing, so $\chi$ and $\chi^0$ would both be singular. Here the site orbitals span only half of the basis, but they nearly contain the occupied orbitals: they hold 5.95 of the 6 electrons. A uniform shift therefore hardly mixes occupied and empty orbitals. Let $\eta$ measure the small coupling of the uniform shift to the occupied-empty pairs. For this mode $p\propto\eta$, so $\chi^0\propto\eta^2$, $F\propto1/\eta$, and by (18)

$$U_{q=0}\propto\frac1{\eta^2}. \tag{25}$$

The calculated uniform response is $-0.000627$ eV$^{-1}$, about 1% of the next smallest mode, and $U_{q=0}$ is about 301 eV. This number describes leakage of charge out of the site orbitals into the rest of the basis, not transfer between atoms.

The on-site element is the trace of $U$ divided by six, so the uniform mode adds $301/6\approx50$ eV to it and raises it to 58 eV. The mode is also sensitive to numerical error: an error of $10^{-6}$ eV$^{-1}$ in its $\chi^0$ changes $1/\chi^0$ by $10^{-6}/(0.000627)^2\approx2.5$ eV.

For transfers between atoms, one can restrict the shifts and occupations to patterns that sum to zero. The remaining modes, $q=1$ and $q=2$ twice each and $q=3$ once, give

$$\frac{2(16.93)+2(5.98)+2.81}{6}\approx8.1\ \text{eV}. \tag{26}$$

Adding one constant to every element of $U$ does not alter the energy of changes with $\sum_I\delta n_I=0$. The value in (26) therefore belongs to the convention that each row of $U$ sums to zero. Its closeness to the one-site 8.2 eV is not required by the derivation.

### How firm is the number?

The following changes were made one at a time to the one-site calculation, with the geometry held fixed. Percentages are relative to 8.2 eV.

- A one-sided shift of $+0.5$ eV changes $U$ by 0.1%, so nonlinearity is small at that amplitude.
- The PBE functional gives 8.1 eV, a change of $-1.5\%$.
- The cc-pVDZ basis in place of 6-31G gives 7.6 eV, a change of $-7\%$.
- Site orbitals that are not orthogonalized to their neighbours give 12.7 eV, a change of $+55\%$.

Of these four changes, the definition of the site matters most. LDA and PBE both lack exact exchange, so their close agreement does not show that $U$ is insensitive to the functional in general; a fraction $a_x$ of exact exchange adds $-\tfrac{a_x}{4}[(ij|ab)+(ib|ja)]$ to the element $K_{ia,jb}$. This term lowers $U$, in a hybrid functional by an amount that can rival the effect of the projector, and in Hartree–Fock it can make $U$ negative. $U$ belongs to a projector as much as to an atom, and should be used with the projector for which it was computed. A spin-polarized calculation started from alternating moments returned to the nonmagnetic state. This supports the closed-shell reference within LDA, though one starting point does not exclude every other solution.

For a defect in a transition-metal oxide, the site may be the d shell of a metal ion. The ring's 8.2 eV should not be transferred to it. Such a defect can break the closed-shell assumption, has several d orbitals, and sits in a polarizable host, which a supercell calculation repeats periodically together with the defect. The ring cannot tell how far these features move $U$; that requires spin-resolved responses and larger supercells for the defect itself. If the host becomes metallic, the gap assumed in (11) is lost and partial occupations must enter $X_0$. The complete set of values is in the numerical output below.

## Calculated quantities

```
H6 ring, restricted LDA, 6-31G, minimal 1s site orbitals
side of ring: 1.00 angstrom
potential step: 0.0544 eV
Kohn-Sham gap: 9.437 eV
occupation of one site: 0.9917 electrons
sum of six site occupations: 5.9499 electrons
One Hubbard site, all other atoms free to screen
chi0: -0.06643 1/eV
chi: -0.04300 1/eV
1/chi0: -15.053 eV
1/chi: -23.256 eV
U from finite shifts: 8.204 eV
U from screened kernel: 8.204 eV
full energy curvature: 23.256 eV
band energy curvature: 15.053 eV
U from energy curvatures: 8.204 eV
kernel average without screening: 9.169 eV
bare 1s Coulomb integral: 24.433 eV
Three alternate Hubbard sites, other three as reservoir
chi0 diagonal: -0.06643 1/eV
chi0 off-diagonal: -0.00267 1/eV
chi diagonal: -0.04300 1/eV
chi off-diagonal: -0.00412 1/eV
on-site U: 8.553 eV
intersite parameter: -1.484 eV
All six sites, modes q = 0 (uniform) to 3 (alternating)
q=0: chi0 = -0.000627 1/eV, U_q = 301.156 eV
q=1: chi0 = -0.060368 1/eV, U_q = 16.931 eV
q=2: chi0 = -0.067160 1/eV, U_q = 5.984 eV
q=3: chi0 = -0.142923 1/eV, U_q = 2.812 eV
six-site U with uniform mode: 58.300 eV
six-site U without uniform mode: 8.107 eV
One-site U under changed conditions
one-sided shift of 0.5 eV: 8.211 eV
non-orthogonalized 1s projector: 12.745 eV
PBE instead of LDA: 8.080 eV
cc-pVDZ instead of 6-31G: 7.636 eV
spin-polarized run converged: True
remaining site moment: 0.00000 Bohr magnetons
spin-polarized minus restricted energy: -0.0000 meV
Chain test with known interaction matrix
known on-site values, first: 2.0000 eV
recovered first on-site value: 2.0000 eV
known second on-site value: 1.5000 eV
recovered second on-site value: 1.5000 eV
known intersite value: 0.4000 eV
recovered intersite value: 0.4000 eV
```
